The Thomson A² Term from Negative-Energy States in Dirac Theory

**1. What symmetry and dimensions allow**

A soft photon scatters from a free electron at rest. The matrix element M is linear in the incoming field amplitude a with polarization ε, and in the outgoing amplitude a′ with ε′*. It is of second order in the charge. Suppose that M has a finite limit as the photon momenta go to zero, and that this limit does not depend on their directions. Then no vector except the polarizations and the electron spin σ is left. Rotation and parity then allow two structures:

ε′*·ε  and  iσ·(ε′*×ε).

Exchanging the roles of the two photons replaces (ε, ω) by (ε′*, −ω′). At zero frequency the amplitude must be symmetric under this exchange, which removes the second structure.

Now the dimensions. The product ea is a momentum, so e²aa′ is a momentum squared and must be multiplied by an inverse mass to give an energy. From m, c and ħ the one such combination is 1/m. Hence

M = C (e²aa′/m) ε′*·ε,

with C a pure number. In Schrödinger theory the term e²A²/2m gives C = 1. The Dirac Hamiltonian has no A² term. It does have vertices of size ec and an energy gap 2mc², and two time orderings give 2 × (ec)²/(2mc²) = e²/m. The following parts show that this estimate is correct, including its sign and its factor.

**2. Hamiltonian and fields**

The electron has charge −e and moves in a potential energy U(r):

h(A) = cα·(p + eA) + βmc² + U = h + V,  V = ecα·A.

Here β = diag(1, −1) in blocks of two, and α has the Pauli matrices σ in its off-diagonal blocks. Therefore

α_aα_b + α_bα_a = 2δ_ab,  α_aβ = −βα_a.

The gauge is transverse: k·ε = 0 and k′·ε′ = 0. The part of A that absorbs the incoming photon is aε e^{ik·r}. The part that emits the outgoing one is a′ε′* e^{−ik′·r}. For one photon in a volume L³, a = √(ħ/2ε₀ωL³), and a′ has ω′ in place of ω.

The term to be recovered is the two-photon part of e²A²/2m. Squaring the sum of the two fields gives their product twice, so this part is

(e²/2m) · 2aa′ ε′*·ε e^{i(k−k′)·r} = (e²aa′/m) ε′*·ε e^{i(k−k′)·r}.

**3. The second-order amplitude**

Second-order perturbation theory divides by the initial total energy minus the intermediate one. The initial energy is E_i + ħω.

If absorption comes first, the intermediate state has no photon, and the difference is E_i + ħω − E_n. If emission comes first, both photons are present, and the difference is E_i + ħω − (E_n + ħω + ħω′) = E_i − ħω′ − E_n.

Each vertex carries a factor ec. Writing M = (e²aa′/m)T gives

T = mc² Σₙ [ ⟨f|α·ε′* e^{−ik′·r}|n⟩⟨n|α·ε e^{ik·r}|i⟩ / (E_i + ħω − E_n)
  + ⟨f|α·ε e^{ik·r}|n⟩⟨n|α·ε′* e^{−ik′·r}|i⟩ / (E_i − ħω′ − E_n) ].  (1)

The sum includes negative-energy states. Let T₋ be their contribution and T₊ the rest.

**4. Why the filled sea gives the same sum**

In the vacuum the negative-energy states are occupied, so the electron cannot jump into them. Another process takes its place: a sea electron n jumps to f, and the original electron i then fills the hole.

Let b† and b create and remove electrons, let |I⟩ = b_i†|sea⟩ and |F⟩ = b_f†|sea⟩, and take f ≠ i. The two jumps give

b_n†b_i b_f†b_n b_i†|sea⟩ = b_n†b_i b_i†b_f†b_n|sea⟩ = b_n†b_f†b_n|sea⟩ = −b_f†b_n†b_n|sea⟩ = −|F⟩.

The first equality moves b_i† past two operators, which costs no sign. The last exchange costs one.

Suppose the sea electron absorbs the photon. The intermediate electrons have energy E_i + E_f − E_n relative to the sea, so the denominator is

E_i + ħω − (E_i + E_f − E_n) = ħω − E_f + E_n = −(E_i − ħω′ − E_n),

where the last step uses E_i + ħω = E_f + ħω′. The two minus signs cancel. The matrix elements, n→f by absorption and i→n by emission, are those of the second term of (1). If the sea electron emits first, the denominator is −ħω′ − E_f + E_n = −(E_i + ħω − E_n), and the first term of (1) results.

There are also terms in which one vertex acts as the sea's expectation value and the other takes i to f. For the emission vertex the two orderings have denominators E_i + ħω − E_f = ħω′ and −ħω′. For the absorption vertex they are ħω and −ħω. Each pair cancels. Equation (1) therefore holds with the sea filled. For f = i the sea has a forward amplitude even without the electron. Equation (1) is then what the electron adds to it, partly by blocking jumps of sea electrons into i. A six-level many-electron calculation agrees with the one-electron formula to all printed digits.

**5. Denominators and closure**

Assume that ħω, ħω′, |U| and the binding energy are small compared with mc², and that the momenta in i and f are small compared with mc. Then E_i ≈ mc², and the negative-energy states that matter have E_n ≈ −mc². Both denominators become

E_i + ħω − E_n ≈ E_i − ħω′ − E_n ≈ 2mc².

A common denominator can be taken out of the sum. What remains is the projector P₋ = Σ₋|n⟩⟨n|. For a free electron h² = E_p² with E_p = √(m²c⁴ + c²p²), so h has the eigenvalues ±E_p and

P₋ = ½[1 − (cα·p + βmc²)/E_p] ≈ ½(1 − β).

This operator gives 0 on positive-energy states and 1 on negative ones. A weak U changes it little, because U must mix states across the gap 2mc².

A slow electron has βφ ≈ φ. Since α anticommutes with β,

β(α_bφ) = −α_bβφ = −α_bφ,  so  ½(1 − β)α_bφ = α_bφ.

The matrix α_b puts the state into the space onto which P₋ projects, so there P₋ acts as unity. The exponentials commute with α, and

Σ₋⟨f|α_a e^{−ik′·r}|n⟩⟨n|α_b e^{ik·r}|i⟩ ≈ ⟨f|α_aα_b e^{i(k−k′)·r}|i⟩.

Both terms of (1) together give

T₋ = (mc²/2mc²) ⟨f|(α·ε′* α·ε + α·ε α·ε′*) e^{i(k−k′)·r}|i⟩
 = ½ · 2ε′*·ε ⟨f|e^{i(k−k′)·r}|i⟩.

Therefore, to leading order,

M₋ = (e²aa′/m) ε′*·ε ⟨f|e^{i(k−k′)·r}|i⟩.  (2)

This is the matrix element of e²A²/2m, with C = 1. One ordering alone would also contain a spin term, since α_aα_b is not symmetric. The equal denominators of the two orderings remove it.

**6. What the positive-energy states do**

The closure above may not be extended to all states with the denominator 2mc². For positive-energy states the denominators are photon energies and atomic level differences, and those states must be treated separately.

Let χ be the upper component of a slow positive-energy state. The Dirac equation makes its lower component σ·pχ/(2mc). Between two such states the absorption vertex is

cα·ε e^{ik·r} → (1/2m)[σ·ε e^{ik·r} σ·p + σ·p σ·ε e^{ik·r}].

In the second product, p acting on the exponential adds ħk. With σ·u σ·v = u·v + iσ·(u×v) and k·ε = 0 this becomes

e^{ik·r}[ε·p/m + iħσ·(k×ε)/2m].  (3)

These are the p·A coupling and the coupling of the spin to the magnetic field. In second order they give the resonant terms of nonrelativistic scattering theory. The negative-energy states supply the A² term beside them.

The same division appears if the lower component χ_L is eliminated with the field present. To leading order χ_L = σ·(p + eA)χ/(2mc), and the upper equation then contains

[σ·(p + eA)]²/2m = (p + eA)²/2m + eħσ·B/2m.

The factor 1/(2mc²) in this elimination is the denominator of part 5. The A² term is explicit here and hidden in (1), so its presence in a Hamiltonian depends on the representation. The soft-photon limit of the scattering amplitude is the same in both. At first order in ħω/mc² the eliminated Hamiltonian needs further terms, because those written here do not contain the spin part of T₋ found in part 7.

**7. A free electron: first corrections**

Let the electron be initially at rest, take real polarizations, and set x = ħω/mc², x′ = ħω′/mc². Energy and momentum conservation give x′ = x/[1 + x(1 − cos θ)] = x + O(x²), where θ is the scattering angle.

For negative-energy states the two denominators, divided by mc², are

1 + x + √(1 + x²) = 2(1 + x/2) + O(x²),
1 − x′ + √(1 + x′²) = 2(1 − x/2) + O(x²).

The projector has a correction of order x proportional to α·k. It makes a product of three α matrices, which links the upper component of i to the lower component of f. That component is itself of order x, so the effect is of order x². To first order,

T₋ = ½[(1 − x/2)σ·ε′ σ·ε + (1 + x/2)σ·ε σ·ε′]
 = ε′·ε − (x/4)[σ·ε′, σ·ε]
 = ε′·ε − (ix/2)σ·(ε′×ε).  (4)

The spin structure rejected in part 1 returns with a coefficient proportional to frequency, as the exchange symmetry permits.

For positive-energy states define b = k̂×ε and b′ = k̂′×ε′. By (3), absorption from rest has the dimensionless vertex (ix/2)σ·b. The following emission starts from momentum ħk and has x[ε′·k̂ − (i/2)σ·b′]. The denominator is mc²[1 + x − √(1 + x²)] ≈ xmc².

If emission comes first, its vertex is −(ix/2)σ·b′. The absorption then starts from −ħk′ and has x[−ε·k̂′ + (i/2)σ·b]. The denominator is about −xmc². Adding the two orderings,

T₊ = x{[ε′·k̂ − (i/2)σ·b′](i/2)σ·b + [−ε·k̂′ + (i/2)σ·b](i/2)σ·b′}.

The products of two spin matrices are ¼σ·b′σ·b − ¼σ·bσ·b′ = (i/2)σ·(b′×b), so

T₊ = (ix/2)σ·[(ε′·k̂)b − (ε·k̂′)b′ + b′×b] + O(x²).  (5)

T₊ vanishes as x → 0. In this gauge, the Thomson amplitude of a free electron at rest comes entirely from negative-energy states.

**8. The cross section**

The transition rate is (2π/ħ)|M|²ρ, with final photon states ρ = L³ω′²dΩ/(8π³ħc³) when recoil is neglected. The flux is c/L³. With ω′ = ω,

dσ/dΩ = (2π/ħ)(e⁴/m²)(ħ/2ε₀ωL³)²|T|² · L³ω²/(8π³ħc³) · L³/c
 = [e²/(4πε₀mc²)]²|T|² = r_e²|T|².

For an unpolarized beam, average over ε and sum over ε′. The outgoing polarization normal to the scattering plane contributes ½, and the one in the plane contributes ½cos²θ. The total is

σ = 2πr_e² ∫₋₁¹ ½(1 + μ²)dμ = πr_e²(2 + 2/3) = 8πr_e²/3.

With r_e = 2.81794 fm this is 0.665246 barn. Summing over negative-energy states alone at x = 10⁻⁵ and integrating over angles, with recoil neglected as above, gives the same printed value. The recoil factor derived next lowers it by the fraction 2x, to 0.665233 barn. Positive-energy states alone give 8.3 × 10⁻¹¹ barn. This is about 1.25x² times the Thomson value, a size that agrees with an amplitude of order x.

Recoil changes the density of final states. At fixed direction, ρ is divided by

J = ∂(E_f + ħω′)/∂(ħω′) = 1 + (ħω′ − ħω cos θ)/E_f.

Energy conservation, E_f + ħω′ = mc² + ħω, turns this into J = [mc² + ħω(1 − cos θ)]/E_f = mc²ω/(ω′E_f). The field amplitudes and the photon density supply a further factor ω′²/(ωω′) = ω′/ω. Hence

dσ/dΩ = r_e²(ω′/ω)²(E_f/mc²)|T|²,  (6)

with |T|² summed over final spins and averaged over initial ones. The amplitude (1), inserted in (6), agrees with the polarized Klein–Nishina formula in tests at x = 0.3, 1 and 3.

**9. Worked example: 10 keV and 60°**

Take k̂ along z, the scattering plane as the xz plane, and both polarizations in it:

ε = (1, 0, 0),  ε′ = (cos θ, 0, −sin θ),  k̂′ = (sin θ, 0, cos θ).

Then b = b′ = ŷ, ε′·k̂ = −sin θ, ε·k̂′ = sin θ and ε′×ε = −sin θ ŷ. Equations (4) and (5) become

T₋ = cos θ + (ix/2)sin θ σ_y,  T₊ = −ix sin θ σ_y.

For 10 keV, x = 10/510.999 = 0.01957. The scattered photon has 10/(1 + 0.01957 × 0.5) = 9.903 keV. The negative-energy denominators are 1032.1 and 1012.2 keV, within about 1% of 2mc² = 1022.0 keV. The positive-energy ones are 9.902 and −9.999 keV, about a hundred times smaller in size.

The scalar part of T₋ is 0.49986, against cos 60° = 0.5. The scalar part of T₊ is 0.00005. The coefficients of iσ_y are 0.00843 and −0.01686, where the first-order formulas give 0.00847 and −0.01695. The positive-energy states thus contribute twice as much to the spin term as the negative ones, and with the opposite sign, while the scalar term is almost entirely negative-energy.

The Thomson value is r_e²cos²θ = 79.408 × 0.25 = 19.85 mb/sr. For the full result the scalar parts add to 0.499905 and the spin parts to −0.00843, so the spin average is

|T|² = 0.499905² + 0.00843² = 0.24998.

The kinematic factor in (6) is (0.99031)² × 1.00019 = 0.98090, and

dσ/dΩ = 79.408 × 0.98090 × 0.24998 = 19.47 mb/sr.

This is 1.9% below the Thomson value, and nearly all of the difference is the kinematic factor. Negative-energy states alone also give 19.47 mb/sr after rounding. One reason is that the spin coefficient changes sign but hardly changes size when T₊ is added, and (6) contains its square.

**10. A bound electron in a static field**

Let A be uniform, static and directed along x. It is then a pure gauge:

h(A) = e^{−ieAx/ħ} h e^{ieAx/ħ},

so no energy level may shift. If e²A²/2m were the whole second-order effect, this would be violated. The sum over all states shows how the balance is kept. Write v = cα_x. From [h, x] = −iħcα_x,

⟨n|v|i⟩ = (i/ħ)(E_n − E_i)⟨n|x|i⟩,  ⟨i|v|n⟩ = (i/ħ)(E_i − E_n)⟨i|x|n⟩.

The second-order shift is e²A²S, with S = Σₙ⟨i|v|n⟩⟨n|v|i⟩/(E_i − E_n). The first relation gives S = −(i/ħ)⟨i|vx|i⟩, and the second gives S = (i/ħ)⟨i|xv|i⟩. Since v is a matrix that commutes with x, S = −S, and S = 0.

The negative-energy part is S₋ ≈ c²⟨i|α_x²|i⟩/(2mc²) = 1/2m, which is the diamagnetic shift e²A²/2m. The positive-energy part, the second-order effect of p·A, must be −1/2m. With the sea filled, the sign of S₋ comes from blocking: the occupied state i forbids the vacuum fluctuation n→i, and removing its shift |V_in|²/(E_n − E_i) leaves |V_in|²/(E_i − E_n).

This settles two limits of scattering with f = i and long wavelength. If ħω is far below the level spacings, T₊ cancels T₋ and the bound electron scatters weakly. If ħω is far above the relevant level spacings but far below mc², the positive-energy denominators are +ħω and −ħω. The sum is then proportional to the commutator of two momentum components, which is zero. T₋ remains, and the electron scatters as if free. The long-wavelength condition bounds this window more tightly than mc² does: ħω must stay well below ħc divided by the size of the orbital, which is 3.7 keV for hydrogen. Above that, the amplitude with f = i is reduced by the form factor ⟨i|e^{i(k−k′)·r}|i⟩ of (2). For hydrogen 1s at 60° this factor is 0.97 at 1 keV and 0.13 at 10 keV. Near a resonance T₊ can exceed T₋.

**11. The relativistic reduction in one dimension**

In one dimension α = σ_x and β = σ_z. Free spinors of momentum p are u = (cos η/2, sin η/2) and v = (−sin η/2, cos η/2), with cos η = mc²/E_p. Then

|⟨v|σ_x|u⟩|² = (cos²η/2 − sin²η/2)² = cos²η ≈ 1 − p²/m²c².

This is the weight with which σ_x reaches negative energies.

For the denominator, write E_i = mc² + ε. A negative-energy state has the local energy −mc² − p²/2m + U, so the difference is 2mc² + ε − U + p²/2m. On the bound state (ε − U)φ = (p²/2m)φ, and the difference becomes 2mc² + p²/m. U has dropped out. Its gradient also mixes the two classes of states, with an amplitude of order ħU′/(m²c³). This mixing enters together with a factor p/mc and is of higher order. Therefore

2mS₋ ≈ ⟨(1 − p²/m²c²)(1 − p²/2m²c²)⟩ ≈ 1 − 3⟨p²⟩/(2m²c²).  (7)

As an example take U = −2 exp(−x²) in atomic units, where x is now the position in bohr. The bound level lies 1.1877 hartree below mc², and ⟨p²⟩ = 0.6298. With c = 137.036, formula (7) gives a reduction of 1.5 × 0.6298/137.036² = 5.031 × 10⁻⁵. Direct diagonalization gives 5.030 × 10⁻⁵. The negative- and positive-energy sums, multiplied by 2m, are 0.99994970 and −0.99994970, so they cancel as required. The Schrödinger p·A sum is −1.00000000. The numerical output follows these notes.

**12. Where the result fails**

Equation (2) is the leading term in ħω/mc² and p/mc. It loses accuracy for photons with energies approaching mc², where the two denominators differ strongly and T₊ is no longer small. It also loses accuracy for inner electrons of heavy atoms, whose momenta are not small compared with mc. Equation (1), with both classes of states kept, remains the second-order amplitude for an electron in a given potential. It leaves out radiative corrections and the interaction between electrons.

Numbers as computed

```
electron rest energy: 510.9990 keV
incident photon energy: 10.0000 keV
photon energy / rest energy x: 0.019570
scattering angle: 60.0 degrees
scattered photon energy: 9.9031 keV
twice the rest energy: 1021.9979 keV
negative-state denominator, absorption first: 1032.0957 keV
negative-state denominator, emission first: 1012.1908 keV
positive-state denominator, absorption first: 9.9022 keV
positive-state denominator, emission first: -9.9991 keV
eps.eps' (Thomson amplitude): 0.500000
scalar amplitude, negative states: 0.499858
scalar amplitude, positive states: 0.000047
coefficient of i sigma_y, negative states: 0.008432
coefficient of i sigma_y, positive states: -0.016863
first-order value, negative states: 0.008474
first-order value, positive states: -0.016948
Thomson differential cross section: 19.8520 mb/sr
full differential cross section: 19.4710 mb/sr
same, negative states only: 19.4673 mb/sr
classical electron radius: 2.817940 fm
Thomson total cross section: 0.665246 barn
soft-photon total, negative states only: 0.665246 barn
soft-photon total, positive states only: 8.32e-11 barn
photon energy / rest energy in these totals: 1e-05
six-level amplitude, filled sea: 5.38085335 (model units)
six-level amplitude, one-electron formula: 5.38085335 (model units)
well depth: 2.0 hartree
well length parameter: 1.0 bohr
speed of light: 137.035999 atomic units
bound level minus rest energy: -1.187718 hartree
Schroedinger level: -1.187720 hartree
mean squared momentum: 0.629814 atomic units
2m times negative-state sum: 0.99994970
2m times positive-state sum: -0.99994970
2m times Schroedinger p.A sum: -1.00000000
reduction below 1, computed: 5.0300e-05
reduction below 1, 3<p^2>/(2 m^2 c^2): 5.0308e-05
```
